Two Derivations of the Four-Thirds Law for Two-Trap Tunnelling Chains

In the ideal model worked out below, an amorphous oxide film 8 nm thick has at 20 K a low-bias conductance of 3.0×10⁻³ S/cm² through chains of two traps joined by a phonon-assisted hop, against about 10⁻¹⁵ S/cm² for direct tunnelling. The two-trap conductance grows with temperature with a local exponent of 1.365. A thermally activated hop has no such power law, and counting the trap levels within kT gives integer powers. The exponent is 4/3 plus a small logarithmic correction, and the fraction comes from the way the best chains rearrange themselves.

**The model and its hop rate**

The film lies between two metallic electrodes at distance d. Its traps are uncorrelated, with a constant density of states g per energy and volume and wavefunctions decaying as exp(−r/a). Electrons are spinless, and energies are counted from the Fermi level. A trap at distance x from an electrode exchanges electrons with it at the rate Γ0 exp(−2x/a). The bias obeys eV ≪ kT, and level widths are far below kT.

Between two traps a distance r apart the overlap is J = J0 exp(−r/a). Let their energies differ by Δ ≫ J. To first order in J/Δ the states are |1⟩ + (J/Δ)|2⟩ and |2⟩ − (J/Δ)|1⟩. A sound wave shifts the trap energies by V1 and V2, each Λ times the local dilation, so it couples these states through

(J/Δ)(V2 − V1).

For a mode of wavevector q, in volume Ω of density ρ and sound speed s, the squared dilation amplitude is ħq/(2ρsΩ), and the two sites contribute the factor 2(1 − cos **q·r**). Its angular average is 2[1 − sin(qr)/(qr)]. With the density of modes per energy, Ωq²/(2π²ħs), the golden rule gives for spontaneous emission

(2π/ħ)(J²Λ²/Δ²)(ħq/2ρs)(q²/2π²ħs)·2[1 − sin(qr)/(qr)]
= (J²Λ²q³/πħρs²Δ²)[1 − sin(qr)/(qr)], q = Δ/ħs.

The cube of q against the square of Δ leaves one power of Δ. If qr ≫ 1 the bracket is 1. Stimulated emission multiplies the rate by 1/(1 − exp(−Δ/kT)), so

W12 = αΔ exp(−2r/a)/(1 − exp(−Δ/kT)), α = J0²Λ²/(πρħ⁴s⁵).

The same formula with Δ < 0 gives absorption. The traps are treated as points, which needs qa/2 ≪ 1. The law therefore belongs to the window ħs/r ≪ Δ ≪ 2ħs/a.

**A chain as three resistors**

Write X1, X2 for the trap energies divided by kT, f1, f2 for their equilibrium occupations, and v = eV/kT. In mean field, where the joint occupation is replaced by the product n1n2, the steady electron flow is

I = γL[f(X1 − v) − n1] = W12 n1(1 − n2) − W21 n2(1 − n1) = γR(n2 − f2).

Let v1 and v2 be the small shifts of the local chemical potentials in units of kT, so that ni = fi + fi(1 − fi)vi. The outer flows become KL(v − v1) and KR v2, with KL = γL f1(1 − f1) and KR = γR f2(1 − f2). For the middle one use n/(1 − n) = exp(vi − Xi) and W21 = W12 exp(X2 − X1):

I = (1 − n1)(1 − n2)W12 e^(−X1)(e^(v1) − e^(v2)) ≈ K12(v1 − v2), K12 = W12 f1(1 − f2).

Adding the three drops gives v = I(1/KL + 1/K12 + 1/KR), and the chain conductance eI/V is

G = (e²/kT)/(1/KL + 1/K12 + 1/KR).

Let ci = cosh(Xi/2), b = (X1 − X2)/2 and h = αkT exp(−2r/a). Since f1(1 − f2) = e^(−b)/(4c1c2) and 2b e^(−b)/(1 − e^(−2b)) = b/sinh b,

KL = γL kL, KR = γR kR, K12 = h kh,
kL = 1/(4c1²), kR = 1/(4c2²), kh = (b/sinh b)/(4c1c2).

**First derivation: integrate over every chain**

In the two derivations the letters ρ, s and q are integration variables, unrelated to the density, sound speed and wavevector above. Let trap 1 lie at x1 from the left electrode, trap 2 at u from the right one, and ρ be their lateral separation. The two energy integrals give (kT)² dX1dX2, and one factor kT cancels against the 1/kT in G:

G2/A = e²g²kT ∫dX1dX2 ∫dx1 du 2πρ dρ /(1/KL + 1/K12 + 1/KR).

At fixed x1 and u, r² = (d − x1 − u)² + ρ², so ρ dρ = r dr. The path length L = x1 + r + u then runs from d upwards, with dr = dL. The geometric mean of the three rates depends on L alone:

M(L) = (γLγRh)^(1/3) = (Γ0²αkT)^(1/3) exp(−2L/3a).

Set γL = M e^s, γR = M e^t, and hence h = M e^(−s−t). At fixed L, s and t are −2x1/a and −2u/a plus constants, so dx1du = (a²/4)ds dt. For d ≫ a the limits on s and t may be sent to infinity, with an exponentially small error. The L integral gives

∫ from d to ∞ of M(L) dL = (3a/2)M(d).

Collecting 2π·(a²/4)·(3a/2) = 3πa³/4,

G2/A = e²g²kT (3π/4)a³ r̄ C M(d),
C = ∫dX1dX2 ds dt /(e^(−s)/kL + e^(−t)/kR + e^(s+t)/kh),

where r̄ is the mean of r with the weight of this integrand.

To find C, let κ = (kLkRkh)^(1/3) and shift s' = s + ln(kL/κ), t' = t + ln(kR/κ). All three k then become κ, and the s, t integral is κS with

S = ∫ds dt/(e^(−s) + e^(−t) + e^(s+t)).

Write the fraction as an integral over τ of exp[−τ(e^(−s) + e^(−t) + e^(s+t))], and take p1 = τe^(−s), p2 = τe^(−t), p3 = τe^(s+t) as variables. Their product is τ³, and the Jacobian from (ln τ, s, t) to their logarithms is 3. The integral factorizes into three gamma functions:

S = (1/3)[∫ from 0 to ∞ of p^(−2/3)e^(−p) dp]³ = Γ(1/3)³/3 = 6.41.

The energy factor is κ = (b/sinh b)^(1/3)/(4c1c2). With m = (X1 + X2)/2, dX1dX2 = 2dm db and 4c1c2 = 2(cosh m + cosh b). Putting w = e^m,

∫dm/(cosh m + cosh b) = ∫ from 0 to ∞ of 2dw/[(w + e^b)(w + e^(−b))] = 2b/sinh b.

So the m integral of 1/(4c1c2) is b/sinh b, and

∫κ dX1dX2 = 4Y, Y = ∫ from 0 to ∞ of (b/sinh b)^(4/3) db = 2.077,
C = 4YS = 53.2.

The result is

G2/A = πΓ(1/3)³Y e²g²a³r̄ (Γ0²α)^(1/3)(kT)^(4/3) exp(−2d/3a).

The hop length still has to be found. Equating αkT exp(−2r/a) with M(L)e^(−s−t) gives

r = L/3 + (a/3)ln(αkT/Γ0) + (a/2)(s + t).

The weight exp(−2L/3a) makes the mean of L equal to d + 3a/2. In S the quantities s', t' and −s'−t' enter alike and sum to zero, so each has mean zero. What remains is s + t → ln(kh/κ) = (2/3)ln(b/sinh b). Thus

r̄ = d/3 + (a/3)ln(αkT/Γ0) + a/2 + (a/3)⟨ln(b/sinh b)⟩,

where the average has weight (b/sinh b)^(4/3) and equals −0.441. Since dr̄/d ln T = a/3, the local exponent is

d ln G2/d ln T = 4/3 + a/(3r̄),

which tends to 4/3 as d/a grows.

**Second derivation: count the chains that are open**

The sum of three resistances lies between the largest of them and three times the largest. So if Kmin is the smallest of KL, K12 and KR,

Kmin/3 ≤ 1/(1/KL + 1/K12 + 1/KR) ≤ Kmin.

Call a chain open at rate w if Kmin ≥ w. This sets three maximum lengths:

x1 ≤ (a/2)ln(Γ0kL/w), u ≤ (a/2)ln(Γ0kR/w), r ≤ R(w) = (a/2)ln(αkT kh/w).

Their sum must reach across the film, at least d. The sum is (3a/2)ln[(Γ0²αkT)^(1/3)κ/w], so no chain with given energies is open above

wm = κ(Γ0²αkT)^(1/3) exp(−2d/3a) = κM(d).

This shows where the third comes from. If heating makes the hop faster by a factor F, the traps of the best chain can sit farther apart and closer to the electrodes. The gain is then shared among three links, and each becomes faster by F^(1/3).

Below wm there is a spare length ℓ = (3a/2)ln(wm/w), by which the three lengths together may fall short of their maxima. The allowed shortfalls fill a tetrahedron of volume ℓ³/6, in which each has mean ℓ/4. With the measure 2πr dx1du dr, the volume of open chains is

N(w) = 2π[R(w) − ℓ/4]ℓ³/6.

Put w = wm e^(−q). Then ℓ = 3aq/2 and R(w) = R(wm) + aq/2, so

N = 2π(9a³/16)q³[R(wm) + aq/8].

The integral of Kmin over all positions is the integral of N over w. With ∫q³e^(−q)dq = 6 and ∫q⁴e^(−q)dq = 24,

∫N dw = wm·2π(27a³/8)[R(wm) + a/2].

Inserting wm in R gives R(wm) = d/3 + (a/3)ln(αkT/Γ0) + (a/3)ln(b/sinh b). The bracket therefore averages to the same r̄ as before, and the energy integral of κ is again 4Y. The bottleneck conductance is

Gb/A = e²g²kT (27π/4)a³r̄·4Y·M(d), Gb/3 ≤ G2 ≤ Gb.

Both bounds vary as r̄T^(4/3). Over a wide range of temperature this fixes the power 4/3, but bounds a factor of three apart cannot show the slow change of r̄. The ratio Gb/G2 is 9/S = 1.40, inside the allowed range from 1 to 3.

The length budget extends to n traps in series. There are n energy integrals, one factor 1/kT, and n − 1 phonon hops among n + 1 links. Apart from logarithms the exponent is

n − 1 + (n − 1)/(n + 1) = n − 2/(n + 1),

which gives 0, 4/3 and 5/2 for one, two and three traps.

**The 8 nm film**

The parameters are a = 0.30 nm, g = 10¹⁹ cm⁻³eV⁻¹, ħΓ0 = J0 = 1 eV, Λ = 2 eV, ρ = 9000 kg/m³ and s = 5000 m/s. At 20 K, kT = 1.72 meV and ħαkT = 43.8 eV. This large number is a prefactor; the overlap at the mean hop length is only 0.03 meV. The hop length is

r̄ = 2.667 + 0.100×3.780 + 0.150 − 0.044 = 3.15 nm,

and the mean rate is M(d) = 1.02×10⁸ s⁻¹, a width of 4×10⁻⁵ kT. With e²/eV = 1.602×10⁻¹⁹ C/V,

G2/A = 1.602×10⁻¹⁹ × (0.01)² × 1.723×10⁻³ × 0.2005 × 53.25 × 1.019×10⁸
= 3.00×10⁻¹⁷ S/nm² = 3.00×10⁻³ S/cm²,

where 0.2005 nm⁴ is (3π/4)a³r̄. The bounds are 1.4×10⁻³ and 4.2×10⁻³ S/cm². Direct numerical integration over both positions and both energies, with the same chain formula, gives 3.00×10⁻³ S/cm² and the exponent 1.365, equal to 4/3 + 0.30/(3×3.15). For a 12 nm film, integration and formula agree to 0.2%, at 5.9×10⁻⁷ S/cm².

**Where the power law gives way**

When qr ≪ 1 both traps move with the same wave, and 1 − sin(qr)/(qr) ≈ (qr)²/6. The hop prefactor then varies as r²T³, and its cube root gives G2 ∝ T·T·r^(5/3), a T² law with a logarithmic drift. At the other end, a trap density proportional to exp(−2r/a) multiplies the hop rate by [1 + (qa/2)²]⁻⁴. For a given Δ/kT, the cube root of this factor adds −(8/3)z/(1 + z) to the exponent, with z = (qa/2)².

The temperatures ħs/(r̄k) = 12 K and 2ħs/(ak) = 255 K seem to leave a wide window. The second is too generous: at 40 K and Δ = 3kT, z = 0.22 and the correction is already −0.5. With both factors included, the exponent is about 2.0 at 5 K, 1.7 at 10 K, 1.4 at 20 K, 1.1 at 40 K and 0.8 at 80 K. At 1 K the overlap J of the conducting pairs is no longer small against Δ, so the hop formula fails there and the 1 K value in the output is only formal. At 5 K about a sixth of G2 already comes from pairs with J above 0.2Δ, so the exponent there is approximate. The value at 20 K is thus a crossing on a steady fall, and this film has no plateau at 4/3. A plateau in G2 needs r̄ ≫ a by a larger margin. Thickening the film alone would not make it visible, because with this trap density longer chains then carry most of the current. The conductance at 20 K becomes 2.3×10⁻³ S/cm².

Other chains matter too. With the ideal hop rate, G2 is 20 times the one-trap conductance, while three-trap chains, estimated to leading order in a/d, add roughly 30% of G2. The exponent of these three contributions together then lies at about 1.5 to 1.6; four-trap chains add a further 3% of G2 and raise it by about 0.04. Coherent tunnelling through two traps, without a phonon, is not included. For a flat trap density its average is about 0.6 of G2 at 20 K if the traps extend to all energies, and about 0.35 if they end 1 eV from the Fermi level. Coherent chains of three traps carry the same factor exp(−d/a); with the 1 eV cutoff and the direct overlap of the outer traps neglected, they add roughly 0.5 of G2, and longer ones are not estimated. This background, comparable to G2 at 20 K, hardly varies with temperature and would lower the exponent of the total. Raising g, T or d favours the longer chains.

**Beside a real gate stack**

These are rough round values for a high-permittivity gate oxide in a cryogenic transistor or capacitor; trap densities vary by orders of magnitude between films. Of the corrections to G2 estimated here, the largest comes from the relaxation of the lattice around a charged trap, which the model leaves out. In a displaced-oscillator estimate with permittivities 20 and 4.5, a charged trap relaxes by 0.26 eV, about five optical phonons of 50 meV. If only transitions without optical phonons survive, G2 falls by a factor of about 600, to some 5×10⁻⁶ S/cm². At 20 K these phonons are frozen out, so in this estimate the factor hardly changes the exponent. Acoustic dressing of the hop, with exponent 0.34, lowers G2 by about 10%, or by about 20% if the two electrode links are dressed in the same way.

Size matters as well. G2 equals the conductance of 0.04 best chains per µm², but the best chains are too rare to carry the current: half of it flows through chains weaker than about 0.03 of the best, and some 3 chains per µm² carry 90% of it. Treating chains as independent, the sample-to-sample spread falls to 10% at about 200 µm². The average applies to a large test capacitor; in gates of 1 µm² the median conductance is about 0.6 of it, and eight in ten lie between about 0.15 and 2.4 times it. Gate voltages also far exceed the 1.7 mV of kT/e at 20 K, and the linear law doesn't describe leakage at operating bias.

**What each derivation assumes**

Both derivations use the same hop rate, flat trap density and mean-field chain. The first needs the full series formula and returns the prefactor and the local exponent. The second needs only that the slowest link sets the current to within a factor of three. It gives the power and bounds on the prefactor, and shows that the fraction comes from sharing a fixed length among three links.

The mean-field step is not essential to the power. For traps that do not repel each other, the linearized master equation for the four occupation states contains only the rates and the energies divided by kT. Multiplying all rates by one factor multiplies the conductance by that factor, which is all the scaling with M(d) requires. Solving it lowers C by 10%.

Repulsion between the traps brings in a new energy, and C then depends on its ratio to kT. Here the repulsion, screened by the electrodes, is 10.8 meV, or 6.3 kT. With it C is 1.4 times the mean-field value, or about 1.55 times the master-equation value without repulsion. With the trap positions held fixed, it shifts the exponent at 20 K by about −0.1. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
thickness d = 8.0 nm, decay length a = 0.30 nm
trap density of states g = 1.0e+19 /(cm3 eV)
temperature = 20 K, kT = 1.723 meV
hbar*Gamma0 = 1.0 eV, J0 = 1.0 eV
deformation potential = 2.0 eV
mass density = 9000 kg/m3, sound = 5000 m/s
hbar*alpha = 2.543e+04 (dimensionless)
hop prefactor hbar*alpha*kT = 43.84 eV
mode sum / hop-rate formula = 1.0117
rate-ratio integral, two traps = 6.4087
energy integral Y = 2.0771, constant C = 4*Y*I = 53.247
mean of ln(b/sinh b) = -0.4411
mean hop length rbar = 3.151 nm
overlap J at rbar = 0.0275 meV
geometric-mean rate = 1.019e+08 /s
its width / kT = 3.89e-05
G2 closed formula = 3.0026e-03 S/cm2
G2 direct average = 3.0012e-03 S/cm2
12 nm film: closed 5.8934e-07 S/cm2
12 nm film: direct 5.9021e-07 S/cm2
local exponent: closed 1.3651, direct 1.3651
window: hbar*s/(rbar*kB) = 12.1 K
window: 2*hbar*s/(a*kB) = 255 K
exponent with full phonon factor at 1 K = 2.213
exponent with full phonon factor at 5 K = 1.995
exponent with full phonon factor at 10 K = 1.687
exponent with full phonon factor at 20 K = 1.370
exponent with full phonon factor at 40 K = 1.073
exponent with full phonon factor at 80 K = 0.820
G2 with full phonon factor = 2.3036e-03 S/cm2
one-trap G1 = 1.504e-04 S/cm2, G2/G1 = 19.96
three-trap G3 = 8.209e-04 S/cm2, G3/G2 = 0.273
direct tunnelling G0 = 8.8e-16 S/cm2
exponent of G1+G2+G3 = 1.548
C without factorized occupations / C = 0.9046
permittivities: static 20, optical 4.5
trap-trap repulsion = 10.81 meV = 6.27 kT
C with repulsion / C = 1.404
exponent shift by repulsion = -0.123
acoustic dressing exponent S = 0.338
(dS/dlnT)/3 = 0.015
optical phonon = 50 meV
polar relaxation energy = 0.258 eV
optical phonon number = 2.5e-13
polar reduction factor of G2 = 1.72e-03
G2/G1 with polar factors = 6.03
G3/G2 with polar factors = 0.150
best-chain conductance = 7.89e-10 S
effective chains per um2 = 3.80e-02
area for 100 chains = 2.63e+03 um2
thermal voltage kT/e = 1.72 mV
```
